# Long-range pair interaction of adsorbates through substrate electrons, part 1

(Sections cited here and not found follow in the second part.)

A lattice-gas or kinetic Monte Carlo model needs pair energies at all separations, while supercell calculations supply them for the first few neighbour shells. Two things go wrong when the tail is guessed. If the substrate has a partly filled surface band, the tail falls off only as $r^{-2}$. In the model below its leading envelope at 20 bohr reaches 34 meV for the strongest possible (unitary) scatterer, more than the thermal energy at room temperature (roughly 25 meV), so for strong scatterers truncating it can change which separations are occupied; a fully absorbing scatterer gives a quarter of that. These are upper limits of the model: the amplitude scales as $|f_1f_2|$ (Section 3), real adatoms scatter partly into bulk states, and the oscillatory interactions measured on noble-metal (111) surfaces are a few meV or less, so there the tail matters mainly at low temperature. If the tail is kept but fitted to $\cos(2k_Fr)/r^n$ with a free exponent and no phase, the minima are in general misplaced, because the phase is set by the scattering of each adsorbate and by the dimension of the mediating states; a pure cosine is right only in special cases, such as weak point scatterers coupled through bulk states. The formulas below fix exponent, phase and amplitude for bulk states at a surface barrier (Lau-Kohn, $r^{-5}$) and for a surface band (Hyldgaard-Persson, $r^{-2}$), with their first corrections and a stable way to evaluate the full expression. The program that tests them and its output are printed after the text.

## 1. Model and exact pair formula

Hartree atomic units are used. The electrons are independent and spin degenerate, with substrate Hamiltonian $H_0$ and retarded Green function $G(\epsilon)=(\epsilon+i0-H_0)^{-1}$. Each adsorbate adds a fixed, screened, short-range potential $V_j$. The quantity computed is the one-electron energy at frozen potentials. Self-consistent readjustment of the potentials when the second adsorbate arrives is outside the model, and so are the direct dipole and elastic interactions. These fall off as $r^{-3}$, so the $r^{-5}$ law is the tail of the indirect electronic term and not of the total interaction.

At $T=0$ and chemical potential $\epsilon_F$, the grand potential per spin is $\Omega=\sum_n(\epsilon_n-\epsilon_F)\theta(\epsilon_F-\epsilon_n)=-\int_{-\infty}^{\epsilon_F}N(\epsilon)\,d\epsilon$, where $N(\epsilon)$ counts levels below $\epsilon$; each level contributes the length $\epsilon_F-\epsilon_n$ to the integral. Since $\mathrm{Im}\ln(\epsilon+i0-\epsilon_n)=\pi\theta(\epsilon_n-\epsilon)$, the count is $N=\dim H-\pi^{-1}\mathrm{Im}\ln\det(\epsilon+i0-H)$. With $\epsilon-H=(\epsilon-H_0)(1-GV)$ this gives Lloyd's formula and the change of $\Omega$:

$$\Delta N=-\frac1\pi\,\mathrm{Im}\ln\det(1-GV),\qquad \Delta\Omega=\frac2\pi\,\mathrm{Im}\int_{-\infty}^{\epsilon_F}\ln\det(1-GV)\,d\epsilon .\tag{1}$$

The factor 2 is spin, and the branch of the logarithm is the one that vanishes as $\epsilon\to-\infty$. At fixed electron number the energy change differs from $\Delta\Omega$ by $(2\Delta N)^2/2D$, the cost of shifting the Fermi level by $2\Delta N/D$, where $2\Delta N$ counts both spins and $D$ is summed over spin. The total density of states $D$ grows with the sample, so the two ensembles agree for an extended substrate.

For $V=V_1+V_2$, write $1-GV_1-GV_2=(1-GV_1)(1-GV_2)-GV_1GV_2$ and pull out the outer factors:

$$1-GV=(1-GV_1)\left[1-(1-GV_1)^{-1}GV_1\;GV_2(1-GV_2)^{-1}\right](1-GV_2).$$

With $T_j=V_j(1-GV_j)^{-1}$, and because $GV_1$ commutes with $(1-GV_1)^{-1}$, the bracket is $1-GT_1GT_2$. The outer determinants give the two single-adsorbate energies, so the pair energy $E=\Omega_{12}-\Omega_1-\Omega_2+\Omega_0$ contains the bracket alone. For point-like s-wave scatterers $T_j=|j\rangle t_j\langle j|$ the operator $GT_1GT_2$ has rank one, $\det(1-GT_1GT_2)$ is one minus its trace, and time reversal gives $G_{12}=G_{21}\equiv G(r)$:

$$E=\mathrm{Im}\,C,\qquad C=\frac2\pi\int_{-\infty}^{\epsilon_F}L(\epsilon+i0)\,d\epsilon,\qquad L=\ln(1-X),\quad X=t_1t_2\,G(r)^2 .\tag{2}$$

Negative $E$ is attraction. The complex $C$ carries amplitude and phase together and is the better object to compare with an asymptote, since it has no zeros where $E$ changes sign.

## 2. Moving the integral off the real axis

The function $1-X$ is a ratio of determinants $\det(\epsilon-H)$ of Hermitian operators, so its zeros and poles lie on the real axis and $L$ is analytic in the upper half plane. For $r>0$ it vanishes on the large arc between the negative real axis and the line $\epsilon_F+iy$. Cauchy's theorem on that region gives $\int_{-\infty}^{\epsilon_F}L\,d\epsilon=-\int_{\epsilon_F}^{\epsilon_F+i\infty}L\,d\epsilon=-i\int_0^\infty L\,dy$, hence

$$E=-\frac2\pi\int_0^\infty \mathrm{Re}\,\ln\left[1-X(\epsilon_F+iy)\right]dy .\tag{3}$$

On this line $G(r)$ decays exponentially with $r$ except near $y=0$. The power-law tail therefore comes from the Fermi level alone. Bound states and the band bottom, which appear as separate features on the real axis, add no tail of their own as long as they lie a finite distance below $\epsilon_F$.

At temperature $T$, $\Omega=-T\sum_n\ln(1+e^{-(\epsilon_n-\epsilon_F)/T})$. The derivative of the summand with respect to $\epsilon_n$ is the Fermi function $n_F$, and integration by parts gives $\Omega=-\int N\,n_F\,d\epsilon$. So $E=(2/\pi)\,\mathrm{Im}\int n_FL\,d\epsilon$ over the whole axis. Closing above picks up the poles of $n_F$ at $\epsilon_F+i\omega_n$, $\omega_n=(2n+1)\pi T$, each with residue $-T$, and $\mathrm{Im}[2\pi i(-T)L]=-2\pi T\,\mathrm{Re}\,L$:

$$E=-4T\sum_{n\ge0}\mathrm{Re}\,L(\epsilon_F+i\omega_n).\tag{4}$$

Equations (3) and (4) are exact for point scatterers and any time-reversal-symmetric (real symmetric) $H_0$; for a general Hermitian $H_0$ they hold with $G(r)^2$ replaced by $G_{12}G_{21}$. The program asserts them against diagonalisation of a random $30\times30$ matrix with two perturbed sites: both roads give 0.08517357 Ha at $T=0$ and 0.07079711 Ha at $T=0.1$ Ha, which fixes the sign and the spin factor.

For a parabolic band $\epsilon=k^2/2m$ a more convenient path is $k=k_F+ip$, $p>0$. There $\mathrm{Im}\,\epsilon=k_Fp/m>0$, so the path stays in the analytic region, and $e^{2ikr}$ decays as $e^{-2pr}$. With $d\epsilon=k\,dk/m$,

$$C=-\frac{2}{\pi}\int_0^\infty L\;\frac{ik}{m}\,dp .\tag{5}$$

Repeated integration by parts along this path, where the boundary terms at $k_F+i\infty$ vanish, gives the endpoint rule for any $h$ that varies slowly on the scale $1/r$:

$$\int_{k_F+i\infty}^{k_F}h(k)\,e^{2ikr}dk=\frac{e^{2ik_Fr}}{2ir}\left[h-\frac{h'}{2ir}+\dots\right]_{k_F}.\tag{6}$$

The energy integral thus costs one power of $1/r$ and a factor $1/i$. When $t$ has a resonance at $\epsilon_F$, the condition on $h$ holds only if its width is much larger than $v_F/2r$; otherwise (5) must be used in place of the asymptotes. Below, $x=k_Fr$.

## 3. Surface band

**Green function.** For a two-dimensional band of mass $m$, with energies measured from its bottom, $(\nabla^2+k^2)G=2m\,\delta^2(\mathbf r)$. The outgoing solution is $A\,H_0^{(1)}(kr)$. At small argument $H_0^{(1)}\simeq(2i/\pi)\ln r$ and $\nabla^2\ln r=2\pi\delta^2$, so $4iA=2m$ and

$$G=-\frac{im}{2}H_0^{(1)}(kr).\tag{7}$$

The program checks (7) at a complex energy against the heat-kernel integral $G=-\int_0^\infty d\tau\,e^{\epsilon\tau}(m/2\pi\tau)e^{-mr^2/2\tau}$ taken along a rotated ray, to $10^{-8}$ relative.

**Scattering amplitude.** The s-wave part of a scattering state is $J_0+tG=J_0-(imt/2)H_0^{(1)}$. The same state written with the S-matrix element is $\tfrac12[H_0^{(2)}+SH_0^{(1)}]=J_0+\tfrac12(S-1)H_0^{(1)}$. Equating the two, $-imt/2=(S-1)/2$, or

$$t=-\frac2m f,\qquad f=\frac{S-1}{2i}.\tag{8}$$

For elastic scattering $S=e^{2i\delta}$, $f=e^{i\delta}\sin\delta$ and $1/f=\cot\delta-i$. Here $t$ refers to the two-dimensional band, so the weight of the surface-state wave function at the adsorbate height is absorbed in $\delta$.

**Leading law.** The function $w=\sqrt{y}\,H_0^{(1)}(y)$ obeys $w''+(1+1/4y^2)w=0$. Inserting $w\propto e^{iy}(1+b/y)$ and collecting $y^{-2}$ terms gives $-2ib+1/4=0$, so $b=-i/8$. With the standard normalisation $H_0^{(1)}\simeq\sqrt{2/\pi y}\,e^{i(y-\pi/4)}(1-i/8y)$, the square is $(2/\pi y)(-i)e^{2iy}(1-i/4y)$. From (7) and (8), $X=(4f_1f_2/m^2)(-m^2/4)[H_0^{(1)}]^2$, that is

$$X=\frac{2i}{\pi kr}f_1f_2\,e^{2ikr}\left(1-\frac{i}{4kr}\right).\tag{9}$$

At large $x$, $L\simeq-X$, and $C=-(2/\pi)\int X\,k\,dk/m$ has $h=2if_1f_2/(\pi mr)$. Rule (6) gives $C=-(2/\pi)\,[2if_1f_2/(\pi mr)]\,e^{2ix}/(2ir)$. The factors of $2i$ cancel, and with $1/m=2\epsilon_F/k_F^2$,

$$C_0=-\frac{2f_1f_2\,e^{2ix}}{\pi^2mr^2},\qquad E\simeq-\frac{4\epsilon_F}{\pi^2}\,\frac{\mathrm{Im}\left[f_1f_2e^{2ik_Fr}\right]}{(k_Fr)^2},\tag{10}$$

with $f_j$ taken at $\epsilon_F$. For elastic scatterers $\mathrm{Im}[\dots]=\sin\delta_1\sin\delta_2\sin(2x+\delta_1+\delta_2)$, and for identical ones

$$E\simeq-\epsilon_F\left(\frac{2\sin\delta}{\pi}\right)^2\frac{\sin(2k_Fr+2\delta)}{(k_Fr)^2},\tag{11}$$

the Hyldgaard-Persson law. It is unchanged by $\delta\to\delta+\pi$, as it must be, since $S$ defines $\delta$ only modulo $\pi$. Since $|f|\le1$, the envelope of this leading term cannot exceed $2/(\pi^2mr^2)$, which depends on the band mass alone; the corrections of relative order $1/x$ can carry the full energy above it.

In the Born limit $t=V$ is real, $f=-mV/2$, and (10) becomes $-mV^2\sin(2x)/(2\pi^2r^2)$. The oscillation is a sine even at vanishing phase shift, because each cylindrical wave carries the phase $-\pi/4$. In this limit the real-axis form of (2) is simple: $\mathrm{Im}\,G^2=-(m^2/2)J_0Y_0$, so $E=(mV^2/\pi)\int_0^{k_F}kJ_0(kr)Y_0(kr)\,dk$. At $r=600$ bohr the program asserts that this equals the contour result to $10^{-6}$ of the envelope, and that both follow the sine to within $0.5/x$.

**A model for $t(\epsilon)$.** The full integral needs $t$ off the real axis. For a contact potential $v$ with energy cutoff $\Lambda$, $1/t=1/v-G(0)$ and $G(0)=(m/2\pi)\int_0^\Lambda d\zeta/(\epsilon-\zeta)\to(m/2\pi)\ln(-\epsilon/\Lambda)$ for $\Lambda\gg|\epsilon|$. Eliminating $v$ and $\Lambda$ in favour of the pole at $\epsilon=-E_b$ leaves $1/t=-(m/2\pi)\ln(-\epsilon/E_b)$. Loss into a wide continuum of bulk states adds $-im\gamma/2$ to $G(0)$, with $\gamma\ge0$. The loss only adds $m\gamma/2$ to the diagonal of the imaginary part of the $2\times2$ matrix with elements $1/t_j$ and $-G(r)$, which is positive definite for $\mathrm{Im}\,\epsilon>0$; its determinant $(1-X)/t_1t_2$ has no zeros there, so the contours of Section 2 remain valid. Then

$$\frac1f=\frac1\pi\ln\frac{-\epsilon}{E_b}-i\gamma\;\;\longrightarrow\;\;\frac1\pi\ln\frac{\epsilon}{E_b}-i(1+\gamma)\quad(\epsilon>0),\tag{12}$$

because $-(\epsilon+i0)=\epsilon e^{-i\pi}$. For $\gamma=0$, $\cot\delta=\pi^{-1}\ln(\epsilon/E_b)$. A circular well of radius 0.05 bohr tuned to bind at $E_b=0.3\,\epsilon_F$ gives $\cot\delta=0.3833$ by wave matching, against 0.3832 from (12). With loss, $|f|\le1/(1+\gamma)$. The black dot $S=0$ corresponds to $E_b=\epsilon_F$, $\gamma=1$, $f=i/2$; it has $f^2=-1/4$, the phase of $\delta=\pi/2$ and a quarter of its leading amplitude. A measured phase therefore does not fix the amplitude unless $|S|=1$ is known.

**First correction.** Three terms are of relative order $1/x$. The Hankel function contributes $-i/4x$ from (9). The derivative term of (6) contributes $-h'/(2irh)=(i/2x)\sum_jkf_j'/f_j$; by (12), $k\,d(1/f)/dk=2/\pi$, so $kf'/f=-(2/\pi)f$ and the term is $-i(f_1+f_2)/\pi x$. The second round trip, $X^2/2$ in $-L$, oscillates as $e^{4ikr}$, so its endpoint factor is $1/4ir$ in place of $1/2ir$ and its size relative to the leading term is $X/4=(i/2\pi x)f_1f_2e^{2ix}$. Together, for model (12),

$$C\simeq C_0\left\{1+\frac1x\left[-\frac i4-\frac{i(f_1+f_2)}\pi+\frac{i}{2\pi}f_1f_2e^{2ix}\right]\right\}.\tag{13}$$

The middle term depends on the energy dependence of $f$ and must be replaced for another scatterer; the other two are general for point scatterers. For five pairs (equal, unequal, lossy) at $r=200$, 530 and 2000 bohr the program asserts that (5) differs from (10) by less than $1.2/x$ and from (13) by less than $3/x^2$, relative to $|C_0|$. It checks the real form (11) separately for three phase shifts.

**Temperature.** Expanding $k=k_F\sqrt{1+i\omega/\epsilon_F}=k_F+i\omega/v_F+\omega^2/(2v_F^2k_F)+\dots$ and keeping the linear term, $X$ acquires the factor $e^{-2\omega r/v_F}$. In (3) this integrates to $v_F/2r$. In (4) the integral is replaced by $2\pi T\sum_ne^{-2(2n+1)\pi Tr/v_F}=\pi T/\sinh\xi$, a geometric series. The ratio is

$$\frac{E(T)}{E(0)}\simeq\frac{\xi}{\sinh\xi},\qquad\xi=\frac{2\pi Tr}{v_F}.\tag{14}$$

The dropped quadratic term shifts the phase of the lowest Matsubara term by $r\omega_0^2/(v_F^2k_F)=\xi^2/4x$, so (14) needs $\xi^2\ll4x$ as well as $x\gg1$. It describes the damping of the amplitude $|C|$; as a ratio of energies it fails close to the zeros of $E(0)$, where a small phase shift matters. The argument uses only the factor $e^{2ikr}$ and applies to the bulk case with its own $v_F$; the program tests it for the surface band.

## 4. Bulk states at a planar barrier

**Reduction to one dimension.** Let $H_0=-\tfrac12\nabla^2+v(z)$, with free-electron mass, $v\to0$ in the metal ($z\to+\infty$) and $v\to W=\epsilon_F+\Phi$ in the vacuum, where $\Phi$ is the work function. The approach to zero in the metal is assumed at least exponential; a slowly decaying Friedel tail in $v$ is not treated. Parallel momentum $\mathbf q$ is conserved, so

$$G(r;z,z')=\int\frac{d^2q}{(2\pi)^2}e^{i\mathbf q\cdot\mathbf r}g(k_z;z,z'),\qquad k_z^2=k^2-q^2,\quad\mathrm{Im}\,k_z\ge0,\tag{15}$$

with $(\tfrac12k_z^2+\tfrac12\partial_z^2-v)g=\delta(z-z')$. Let $\phi$ be the solution that decays into the vacuum and $\psi_+$ the one equal to $e^{ik_zz}$ deep in the metal. The slope of $g$ must jump by 2 at $z'$, which gives $g=2\phi(z_<)\psi_+(z_>)/(\phi\psi_+'-\phi'\psi_+)$.

Define solutions $\chi_c,\chi_s$ that tend to $\cos k_zz$ and $\sin(k_zz)/k_z$ in the metal. Their boundary data and the differential equation depend on $k_z^2$ only, so they are analytic in $k_z^2$ near zero, and their Wronskian is 1. Then $\psi_+=\chi_c+ik_z\chi_s$ and $\phi=A\chi_c+B\chi_s$, with $A$ and $B$ analytic in $k_z^2$. The Wronskian of $\phi$ and $\psi_+$ is $ik_zA-B$. Multiplying numerator and denominator by $B+ik_zA$,

$$g=-\frac{2\phi(z_<)\,[\chi_c+ik_z\chi_s](z_>)\,(B+ik_zA)}{B^2+k_z^2A^2}.$$

The product in the numerator is $(B\chi_c-k_z^2A\chi_s)+ik_z(A\chi_c+B\chi_s)$, and the last bracket is $\phi$ itself. The part of $g$ odd in $k_z$ is therefore, exactly,

$$g_{\rm odd}=-\frac{2ik_z\,\phi(z)\phi(z')}{B^2+k_z^2A^2}.\tag{16}$$

At $k_z=0$, $\phi=A+Bz$ in the metal. If $B\ne0$, define $u=\phi/B$, the solution at zero normal energy with unit slope in the metal, $u\to z+\ell$ with $\ell=A/B$. Then

$$g_{\rm odd}=-2ik_z\,u(z)u(z')\,(1+\beta k_z^2+\dots).\tag{17}$$

For a smooth barrier $W/(1+e^{z/0.7})$ the program integrates the equation numerically and finds $u(-1)=0.3608$ bohr and $\mathrm{Im}\,g/(-2k_zu^2)=1.000017$ at $k_z=0.002$ bohr$^{-1}$.

**Why only the odd part matters.** The angular integral in (15) gives $(2\pi)^{-1}\int_0^\infty qJ_0(qr)g\,dq$. With $J_0=\tfrac12(H_0^{(1)}+H_0^{(2)})$, $H_0^{(2)}(y)=-H_0^{(1)}(ye^{i\pi})$ and $g$ even in $q$, this equals $(4\pi)^{-1}\int_{-\infty}^\infty qH_0^{(1)}(qr)g\,dq$ along a path just above the negative axis. For $\mathrm{Im}\,\epsilon>0$ the branch point $q=k$ lies above the path. Pushing the path upward, it wraps a cut from $q=k$ to $k+i\infty$, across which $k_z$ changes sign and $g$ jumps by $2g_{\rm odd}$. Along the cut $H_0^{(1)}$ decays as $e^{-r\,\mathrm{Im}\,q}$, so only $|q-k|\lesssim1/r$ contributes, that is $|k_z^2|\lesssim 2k/r$, and (17) may be used term by term. Singularities at finite height contribute exponentially small terms. The exception is a bound state of $v(z)$, a zero of $ik_zA-B$ at imaginary $k_z$. It is a pole at real $q$, yields a Green function of the form (7), and leads back to Section 3. The $r^{-5}$ law presumes that no such band crosses $\epsilon_F$.

This part has derived the exact pair formula for point scatterers and the $r^{-2}$ law for a surface band, and has shown that at a planar barrier with no surface band crossing $\epsilon_F$ the tail comes only from the part of $g$ odd in $k_z$. It remains to transform that part into the $r^{-5}$ law, treat its corrections and exceptions, and give the numerical evaluation and worked example.
